# Self-interaction correction on the magnetization density of one unpaired electron

Q: I have a crystal with many electron pairs and one extra electron. You want to remove "its" self-interaction, but a density functional knows densities, not individual electrons. What exactly is wrong, and for which electron?

A: Begin with a single electron, where there is no ambiguity. Write the Kohn-Sham energy as

$$E_{KS}=T_s+\int v_{ext}\,n\,d^3r+E_H[n]+E_{xc}[n_\uparrow,n_\downarrow],$$

$$E_H[f]=\frac{e^2}{8\pi\varepsilon_0}\iint\frac{f(\mathbf r)f(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

Here $T_s$ is the kinetic energy of the orbitals, $v_{ext}$ is a potential energy, and $n=n_\uparrow+n_\downarrow$ is a number density. One spin-up electron has nothing to repel it, so its energy is $T_s+\int v_{ext}n$. The exact functional therefore obeys $E_H[n]+E_{xc}[n,0]=0$ for every one-electron density. An approximate $E_{xc}$ leaves a residue, and that residue is the self-interaction error.

Q: That settles hydrogen. My crystal has pairs.

A: Then assume collinear spins, $N$ doubly occupied orbitals $\varphi_i$ and one spin-up orbital $\psi$, all real and orthonormal. Both members of a pair use the same spatial orbital:

$$n_\uparrow=\sum_i\varphi_i^2+\psi^2,\qquad n_\downarrow=\sum_i\varphi_i^2.$$

Subtracting,

$$m\equiv n_\uparrow-n_\downarrow=\psi^2.$$

The density of the unpaired electron can thus be read from the spin densities. I call $m$ the magnetization density; as used here it is a number density, and a factor of the Bohr magneton, with a sign, turns it into a magnetic moment per volume. Subtracting the one-electron residue of this density gives the d'Avezac-Calandra-Mauri functional:

$$E=E_{KS}[n_\uparrow,n_\downarrow]-E_H[m]-E_{xc}[m,0].$$

For $N=0$ we have $n_\uparrow=m$ and $n_\downarrow=0$. The last two terms then cancel the Hartree and exchange-correlation terms, and the exact one-electron energy remains, whatever approximation is used for $E_{xc}$.

Q: And for $N>0$? You cannot find $E_{xc}[m,0]$ as a separate piece inside $E_{xc}[n_\uparrow,n_\downarrow]$.

A: Correct. The Hartree part can be isolated. With $p=\sum_i\varphi_i^2$ and $n=2p+m$,

$$E_H[n]-E_H[m]=E_H[2p]+\frac{e^2}{4\pi\varepsilon_0}\iint\frac{2p(\mathbf r)\,m(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

This is the repulsion within the paired density plus that between it and the unpaired electron. The exchange-correlation part is a definition. Local spin-density exchange shows its weak point:

$$E_x=-C\sum_\sigma\int n_\sigma^{4/3}d^3r,\qquad C=\frac34\left(\frac6\pi\right)^{1/3}\frac{e^2}{4\pi\varepsilon_0}.$$

Where $p\gg m$,

$$(p+m)^{4/3}=p^{4/3}+\tfrac43p^{1/3}m+\tfrac29p^{-2/3}m^2+\dots$$

This contains no term $m^{4/3}$, yet the correction adds $+C\,m^{4/3}$ there. The scheme is therefore best founded where the unpaired electron dominates the spin-up density, and less so where it lies on top of dense pairs.

Q: My carrier may be a hole, not an extra electron.

A: Removing one electron from a closed shell leaves one orbital $\psi$ singly occupied. With the other orbitals frozen, the density falls by $\psi^2$ and the magnetization density equals $\psi^2$, so $m$ is also the hole density. The functional is the same, though in a crystal the hole coexists with the remaining pairs, and the closing answer shows that this limits what the correction achieves. One caution applies to energy differences between charge states: the closed-shell reference has $m=0$ and receives no correction, so the errors within its pairs remain.

Q: Now the potentials. If the correction belongs to one spin-up electron, I expect a change in the spin-up potential and none for spin down.

A: The functional depends on both spin densities through $m$, so both potentials change. Let $m\to m+\delta m$. The kernel of $E_H$ is symmetric, so the two cross terms are equal and cancel the prefactor $\tfrac12$:

$$E_H[m+\delta m]=E_H[m]+\int v_H[m]\,\delta m\,d^3r+E_H[\delta m],$$

$$v_H[m](\mathbf r)=\frac{e^2}{4\pi\varepsilon_0}\int\frac{m(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'.$$

Let $v_{xc}^\uparrow[m,0]$ be the derivative of $E_{xc}$ with respect to its first argument, taken at $(m,0)$, and define

$$w=v_H[m]+v_{xc}^\uparrow[m,0].$$

To first order the correction changes by $-\int w\,\delta m\,d^3r$. Since $\delta m=\delta n_\uparrow-\delta n_\downarrow$,

$$\Delta v_\uparrow=-w,\qquad \Delta v_\downarrow=+w.$$

For local exchange, $v_x^\uparrow[m,0]=-(6m/\pi)^{1/3}e^2/(4\pi\varepsilon_0)$, because $\tfrac43\cdot\tfrac34=1$.

Q: Then you have damaged the pairs. Their spin-down members now feel $+w$, though they have nothing to do with the self-interaction of $\psi$.

A: That would follow if each spin orbital could move on its own. In the restricted open-shell problem it cannot, so we must vary the orbitals that really are free. Define

$$h_\uparrow=h_\uparrow^0-w,\qquad h_\downarrow=h_\downarrow^0+w,$$

$$h_\sigma^0=-\frac{\hbar^2\nabla^2}{2m_e}+v_{ext}+v_H[n]+v_{xc}^\sigma[n_\uparrow,n_\downarrow].$$

Let $a$ be an empty orbital and $\eta$ a small angle. Changing a spin-$\sigma$ orbital $\chi$ by $\eta a$ changes the energy by $2\eta\langle a|h_\sigma|\chi\rangle$ to first order. There are three kinds of rotation that change the energy.

First, mix a pair orbital with an empty one, $\delta\varphi_i=\eta a$. Both spins follow:

$$\delta E=2\eta\langle a|h_\uparrow+h_\downarrow|\varphi_i\rangle=2\eta\langle a|h_\uparrow^0+h_\downarrow^0|\varphi_i\rangle.$$

The two signs of $w$ cancel. Here $m$ has not changed, so the correction has not changed either.

Second, mix the unpaired orbital with an empty one, $\delta\psi=\eta a$. This affects spin up alone:

$$\delta E=2\eta\langle a|h_\uparrow^0-w|\psi\rangle.$$

This is where $\psi$ loses its own repulsion.

Third, mix a pair orbital with the unpaired one. Orthonormality requires $\delta\varphi_i=\eta\psi$ and $\delta\psi=-\eta\varphi_i$. The spin-up changes cancel, since both orbitals are occupied in that spin:

$$\delta n_\uparrow=2\eta\varphi_i\psi-2\eta\psi\varphi_i=0,\qquad \delta n_\downarrow=2\eta\varphi_i\psi.$$

The spin-up kinetic energy is unchanged for the same reason. What remains is

$$\delta E=2\eta\langle\varphi_i|h_\downarrow^0+w|\psi\rangle.$$

At a minimum all three matrix elements vanish:

$$\langle a|h_\uparrow^0+h_\downarrow^0|\varphi_i\rangle=0,\quad \langle a|h_\uparrow^0-w|\psi\rangle=0,\quad \langle\varphi_i|h_\downarrow^0+w|\psi\rangle=0.$$

Rotations among the pairs change neither density, so they give no further condition.

Q: So the spin-down potential matters after all, although the unpaired electron has spin up?

A: Yes, through the third condition. That rotation decides which combination of the occupied spin-up orbitals is called unpaired, and this changes $m$. Without $+w$ there, the equations would not belong to the stated energy. They also do not reduce to diagonalizing $h_\uparrow$ and $h_\downarrow$ separately.

Q: Why not drop this machinery? Let spin-up and spin-down orbitals relax freely, as in an ordinary spin-polarized calculation. A larger variational space should be better.

A: A larger space helps if the functional is sound throughout it. Take a restricted minimum and split one pair: $\delta\varphi_{i\uparrow}=\eta a$, $\delta\varphi_{i\downarrow}=-\eta a$. Then

$$\delta E=2\eta\langle a|h_\uparrow-h_\downarrow|\varphi_i\rangle=2\eta\langle a|h_\uparrow^0-h_\downarrow^0-2w|\varphi_i\rangle.$$

The term $h_\uparrow^0-h_\downarrow^0$ is the ordinary exchange-correlation polarization of the pair. The term $-2w$ is new: it pushes the partners in opposite directions. Whenever the matrix element is nonzero, one sign of $\eta$ lowers the energy, so the restricted minimum is not stationary in the larger space.

Q: Perhaps that lowering is real physics.

A: The part from $h_\uparrow^0-h_\downarrow^0$ may be. The part from $w$ has no such claim. It arises because $m$ has become

$$m=\psi^2+\sum_i\left(\varphi_{i\uparrow}^2-\varphi_{i\downarrow}^2\right),$$

which is no longer the density of the unpaired electron. The correction then subtracts a "self-energy" that includes cross terms between different electrons. For arbitrary spin densities,

$$n(\mathbf r)n(\mathbf r')-m(\mathbf r)m(\mathbf r')=2\left[n_\uparrow(\mathbf r)n_\downarrow(\mathbf r')+n_\downarrow(\mathbf r)n_\uparrow(\mathbf r')\right].$$

The two terms integrate to the same value, so

$$E_H[n]-E_H[m]=2\,\frac{e^2}{4\pi\varepsilon_0}\iint\frac{n_\uparrow(\mathbf r)n_\downarrow(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

Put three electrons on distant sites $A$, $B$, $C$ with spins up, down, up. The corrected Hartree energy has no repulsion between $A$ and $C$, and twice the proper repulsion for $AB$ and for $BC$. With shared pair orbitals the same identity is harmless: $n_\uparrow=p+m$ and $n_\downarrow=p$ return the sensible expression found earlier.

There is also a formal obstacle. Free relaxation permits $m<0$ somewhere, and $E_{xc}[m,0]$ is undefined for a negative density.

Q: Show me the size of this in a real atom. It might be academic.

A: Take lithium: one $1s$ pair and one $2s$ electron. I use local spin-density exchange without correlation and expand the orbitals in ten $s$-type Gaussians, with exponents starting at $0.025\,a_0^{-2}$ and rising by factors of 3 ($a_0$ is the Bohr radius). The energy is minimized numerically over the coefficients. Relativity and angular polarization are left out.

With shared pair orbitals, the minimum is $-195.717$ eV without the correction and $-196.110$ eV with it. At the corrected minimum $E_H[m]=3.187$ eV and $E_x[m,0]=-2.790$ eV, so the correction is

$$-(3.187-2.790)\ \text{eV}=-0.397\ \text{eV}.$$

The total energy falls by slightly less, $0.392$ eV, because the orbitals that minimize the corrected energy are not those that minimize the uncorrected one. The last digits belong to this basis. With 26 Gaussians (from $0.008\,a_0^{-2}$, ratio 1.7) both totals, and that of Li$^+$ below, fall by $0.023$ to $0.025$ eV, and $E_H[m]$ and $E_x[m,0]$ become $3.193$ and $-2.795$ eV. The levels and ionization energies below move by at most $0.002$ eV.

Q: A shift of 0.4 eV in a total of 196 eV looks unimportant.

A: Look at the $2s$ level, $\langle\psi|h_\uparrow|\psi\rangle$. Local exchange scales as the $4/3$ power of the density, so

$$\langle\psi|w|\psi\rangle=2E_H[m]+\tfrac43E_x[m,0]=(6.374-3.719)\ \text{eV}=2.655\ \text{eV}.$$

The level moves from $-2.73$ eV to $-5.35$ eV, a shift of $-2.62$ eV. The small difference from $-2.655$ eV is due to the change of orbitals between the two minima.

Compare this with the ionization energy from total energies in the same model. The Li$^+$ ion, minimized in the same way, has $-190.691$ eV. Therefore

$$I_{plain}=195.717-190.691=5.03\ \text{eV},$$

$$I_{corr}=196.110-190.691=5.42\ \text{eV}.$$

Minus the $2s$ level misses the corresponding ionization energy by $2.29$ eV without the correction and by $0.07$ eV with it.

The Hartree part of this improvement can be derived. At frozen orbitals, adding $\psi$ to the ion costs a Hartree energy $\int v_H[2p]\,m+E_H[m]$ in the plain functional, while the level contains $\int v_H[2p]\,m+2E_H[m]$. They differ by $E_H[m]$. After the correction both contain $\int v_H[2p]\,m$ alone. Exchange and orbital relaxation can still produce a difference. This agreement shows internal consistency; it is no measure of agreement with experiment.

Q: And if you release the constraint in lithium?

A: First measure the force that would split the pair. At the corrected restricted minimum, collect the elements $\tfrac12\langle a|h_\uparrow-h_\downarrow|\varphi\rangle$ over all empty orbitals of the basis and take the root of the sum of their squares. Without $w$ the result is $0.16$ eV; with $w$ it is $3.70$ eV. Most of the force thus comes from the correction, and within it from exchange: the term $v_H[m]$ alone gives $0.31$ eV and the term $v_x^\uparrow[m,0]$ alone gives $4.04$ eV, because the latter varies strongly across the $1s$ core while the former is nearly constant there.

Then let the three spin orbitals relax separately. To define the energy for any sign of $m$, I replace $E_x[m,0]$ by $E_x[|m|,0]$ in this experiment. A downhill search from the restricted minimum gains $0.0404$ eV with the correction, against $0.00054$ eV for the plain functional, a ratio of about 74 ($0.0405$ eV, $0.00057$ eV and about 71 in the larger basis). The plain gain estimates the pair polarization that local exchange itself wants. It is also the energetic price of the restricted constraint in this model, since the constraint forbids real pair polarization too. In the corrected gain, $-E_H[m]$ falls by $0.022$ eV, $-E_x[|m|,0]$ falls by $0.026$ eV and $E_{KS}$ rises by $0.007$ eV. The pair polarizes so as to cancel $m$ in the core, where $m$ at the nucleus drops from $0.17$ to $0.01\,a_0^{-3}$. The Hartree cross terms shown above thus account for only about half of the drop in the correction in lithium.

Q: Does the magnetization density turn negative, as you warned?

A: Not visibly here. In the corrected, unconstrained solution $\int|m|\,d^3r=1.00000$, the same as $\int m\,d^3r$ to the digits shown. The plain unconstrained solution gives $1.00026$ ($1.00029$ in the larger basis), so it does have a small negative region. The spurious gain in lithium therefore does not need a visible change of sign; any negative part of $m$ in this solution, obtained with the $|m|$ extension, is too small to show in the five decimals of $\int|m|\,d^3r$.

Spin contamination would be a poor alarm as well. The expectation value of $S^2/\hbar^2$ for the determinant of these orbitals is $0.7502$, against $0.75$ for a pure doublet. The energy is the more telling quantity, and $0.04$ eV is a tenth of the $0.397$ eV correction itself.

Q: Lithium is compact. My question was whether a carrier in a solid becomes a localized polaron or spreads out. Why should this correction affect that choice?

A: Because the self-interaction residue depends on how widely the electron is spread. Put one electron on two equal sites a large distance $R$ apart. Let $J$ and $X$ be $E_H$ and $E_x$ when it sits on one site. If it is shared equally, each site carries half the density. Each site's Hartree self-energy is $J/4$, and two half charges repel across the distance $R$:

$$E_H^{(2)}=2\cdot\frac J4+\frac{e^2}{4\pi\varepsilon_0R}\cdot\frac12\cdot\frac12=\frac J2+\frac{e^2}{16\pi\varepsilon_0R}.$$

Local exchange gives

$$E_x^{(2)}=2\left(\tfrac12\right)^{4/3}X=2^{-1/3}X.$$

The Hartree term is nearly halved, but exchange is reduced by just a fifth. The balance between them is lost.

For numbers, take two protons 20 Å apart and the $1s$ orbital of hydrogen, computed with seven $s$-type Gaussians per proton, with exponents from $0.05\,a_0^{-2}$ in steps of a factor 3. On one site $J=8.501$ eV and $X=-7.292$ eV (the exact $1s$ orbital gives $8.504$ and $-7.294$ eV), leaving a residue of $+1.21$ eV. For the shared electron the integrals are

$$E_H^{(2)}=4.251+0.180=4.431\ \text{eV},\qquad E_x^{(2)}=-0.7937\times7.2916=-5.787\ \text{eV},$$

and the residue is $-1.36$ eV. With this orbital held fixed in both states, the uncorrected functional favours sharing by $2.57$ eV.

Q: Is sharing truly not favoured?

A: At this distance the one-electron energies agree. A localized electron feels its own proton and an attraction $-e^2/(4\pi\varepsilon_0R)$ from the other one. A shared electron has the same average attraction, and tunnelling is exponentially small in $R$. The whole $2.57$ eV is thus an error. The correction removes both residues and restores the degeneracy.

Q: Two sites are not a band. Does the bias keep growing with spreading?

A: No. For $M$ equal sites so far apart that repulsion between them is negligible, the same counting gives

$$\Delta(M)=M\frac J{M^2}+M\frac X{M^{4/3}}=\frac JM-\frac{|X|}{M^{1/3}}.$$

Treating $M$ as continuous, $d\Delta/dM=0$ gives $M^{2/3}=3J/|X|$. The hydrogen values lead to $M\approx6.5$ and $\Delta\approx-2.6$ eV. For $M\to\infty$ the residue vanishes, but only as $M^{-1/3}$: at $M=200$ the formula still gives about $-1.2$ eV. In a three-dimensional array the neglected repulsion between sites also falls roughly as $M^{-1/3}$ and offsets part of this: for a cube of 216 sites it is $+0.11$ eV at a spacing of 20 Å and $+0.44$ eV at 5 Å. A fully spread state thus carries no error in this model, while the localized one is too high by $J+X=1.21$ eV.

This is the connection with polarons. A carrier localizes if the energy gained by lattice relaxation exceeds the kinetic-energy cost of confining the carrier, measured from the band edge. For an electron without pairs, a positive residue $J+X$ is a false extra cost of localization, the kind of error that can suppress a polaron that should exist. For a hole among pairs the false cost is a different number, as the next answer shows. If $J+X$ were negative for some orbital, the correction would instead raise the localized state.

Q: Then can I trust the corrected functional to decide the matter in my crystal?

A: Not on this evidence. The degeneracy was shown for one electron without pairs. With pairs, $E_{xc}[p+m,p]-E_{xc}[m,0]$ still depends on how $m$ is spread, because exchange-correlation is not additive. The site model shows how much. Fill the orbital on each of $M$ distant sites with a pair and remove one spin-down electron, keeping the orbital frozen. The shared hole is a superposition of localized holes with negligible tunnelling, so the true energies agree. A localized hole leaves one site with $J+X$ and $M-1$ sites with $4J+2X$. A shared hole leaves each site a full spin-up density and a fraction $1-1/M$ of the spin-down density. The plain functional gives

$$E_{shared}-E_{loc}=\left(\frac1M-1\right)J+\left[M\left(1-\frac1M\right)^{4/3}-M+1\right]X,$$

which tends to $-J+|X|/3=-6.07$ eV for $M\to\infty$ with the hydrogen values. The correction adds $J+X-\Delta(M)$. This cancels the Hartree term and leaves

$$\left[M\left(1-\frac1M\right)^{4/3}-M+2-M^{-1/3}\right]X.$$

The remainder is zero for $M=2$, $-1.42$ eV for $M=8$, and tends to $-\tfrac23|X|=-4.86$ eV for $M\to\infty$. For a hole in these single $1s$ pairs with local exchange, the correction thus removes just a fifth of the bias towards a fully spread state, $(J+X)/(J-|X|/3)=1.21/6.07$. The fraction belongs to this model; on sites where other occupied orbitals overlap the hole it can be smaller still. Lattice relaxation must be computed as well. The form used here also assumes one unpaired electron: for two of parallel spin, $m$ is the sum of two densities, and $E_H[m]$ contains their genuine mutual repulsion, which must not be subtracted. Finally, if real polarization of the pairs matters, the restricted orbitals omit it: $m=\psi^2$ is never negative and vanishes wherever $\psi$ does.
